# Singlet and triplet Cooperon dephasing by isotropic magnetic-impurity scattering

## Result and model

Let conduction electrons scatter from dilute, unpolarised magnetic moments at the total rate $1/\tau_s$. The interference of a diffusive path with its reverse then loses phase at the extra rates

$$
\Gamma_S=\frac{2}{\tau_s},\qquad \Gamma_T=\frac{2}{3\tau_s}, \tag{1}
$$

the first for the spin singlet of the two interfering amplitudes, the second for each of the three triplets. The result holds when a moment keeps its direction between the visits of the two amplitudes. If it has turned to an unrelated direction by the second visit, all four rates become $1/\tau_s$; partial memory gives a decay between these two cases.

Each moment, at position $\mathbf R$, acts on an electron through

$$
V=J\,\mathbf S\cdot\boldsymbol\sigma\,\delta(\mathbf r-\mathbf R), \tag{2}
$$

where $\boldsymbol\sigma$ are the Pauli matrices and $\mathbf S$ is the dimensionless moment of spin $S$. There is no magnetic field, different moments are uncorrelated, and $J$ is kept to second order. Without polarisation, $\langle S_i\rangle=0$, and no direction is preferred, so $\langle S_iS_j\rangle$ is proportional to $\delta_{ij}$. Its trace is $S(S+1)$, hence

$$
\langle S_iS_j\rangle=\tfrac13S(S+1)\,\delta_{ij}. \tag{3}
$$

The golden rule sums over all final spin states, which turns the squared matrix element into $J^2\langle(\mathbf S\cdot\boldsymbol\sigma)^2\rangle$. By (3) and $\sum_i\sigma_i^2=3$ this equals $J^2S(S+1)$. With $N_0$ the density of states per spin and $n_s$ the density of moments,

$$
\frac1{\tau_s}=\frac{2\pi}{\hbar}N_0n_sJ^2S(S+1). \tag{4}
$$

This rate counts spin-flip and non-flip events together. A rate defined by spin flips alone would change the factors in (1). Ordinary impurities scatter at $1/\tau_0$. Cross terms between ordinary and magnetic scattering are linear in $\mathbf S$ and average to zero, so the total elastic rate is $1/\tau=1/\tau_0+1/\tau_s$.

## One encounter, seen by both amplitudes

Consider first a classical moment with fixed direction $\mathbf n$. It turns the electron spin by

$$
u=\cos\theta-i\sin\theta\;\mathbf n\cdot\boldsymbol\sigma . \tag{5}
$$

The average over $\mathbf n$ is $\langle u\rangle=\cos\theta$. The averaged, coherent wave therefore keeps the intensity $\cos^2\theta$. The remainder, $\sin^2\theta$, is the weight of the scattered term $\mathbf n\cdot\boldsymbol\sigma$, which contains events with and without a spin flip, as the total rate (4) does. If encounters are spaced by $\delta t$, then $\sin^2\theta=\delta t/\tau_s$.

A path with $N$ encounters has the spin factor $U=u_N\cdots u_2u_1$. The reversed path meets the same moments in the opposite order, $U'=u_1u_2\cdots u_N$. Its orbital amplitude is the same, and the interference term contains $\mathrm{tr}(U'^\dagger U)$. Taking the adjoint reverses the order once more:

$$
U'^\dagger=u_N^\dagger\cdots u_2^\dagger u_1^\dagger . \tag{6}
$$

Both $U'^\dagger$ and $U$ now grow on the left, encounter by encounter. Each new moment multiplies the pair $U'^\dagger\otimes U$ by $u^\dagger\otimes u$. Let $\boldsymbol\sigma_1$ act on the first factor and $\boldsymbol\sigma_2$ on the second. Then

$$
\begin{aligned}
u^\dagger\otimes u={}&\cos^2\theta+i\sin\theta\cos\theta\;\mathbf n\cdot(\boldsymbol\sigma_1-\boldsymbol\sigma_2)\\
&+\sin^2\theta\,(\mathbf n\cdot\boldsymbol\sigma_1)(\mathbf n\cdot\boldsymbol\sigma_2).
\end{aligned} \tag{7}
$$

The last sign is positive because $(+i)(-i)=1$. The middle term vanishes on averaging, and $\langle n_in_j\rangle=\delta_{ij}/3$ gives

$$
\langle u^\dagger\otimes u\rangle=1-\sin^2\theta\left(1-\tfrac13\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\right). \tag{8}
$$

Since $\sin^2\theta=\delta t/\tau_s$, the averaged pair $\mathcal C(t)$ obeys

$$
\frac{d\mathcal C}{dt}=-\frac1{\tau_s}\left(1-\tfrac13\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\right)\mathcal C . \tag{9}
$$

A quantum moment gives the same equation to second order in $J$. The loss from each line is half of (4), two lines lose $1/\tau_s$ together, and the term that joins the lines is $\langle S_iS_j\rangle\sigma_{1i}\sigma_{2j}$, which by (3) is $\frac13S(S+1)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$.

## The two-spin algebra

Define the total spin of the pair, $\mathbf s=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$. Squaring, with $\boldsymbol\sigma_1^2=\boldsymbol\sigma_2^2=3$,

$$
4\,\mathbf s^2=6+2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 . \tag{10}
$$

The eigenvalue of $\mathbf s^2$ is $s(s+1)$, so the eigenvalue $\lambda$ of $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ is

$$
\lambda=2s(s+1)-3=
\begin{cases}-3,& s=0\ \text{(singlet)}\\ +1,& s=1\ \text{(three triplets)}.\end{cases} \tag{11}
$$

Inserting this in (9) gives

$$
\Gamma_\lambda=\frac1{\tau_s}\left(1-\frac\lambda3\right), \tag{12}
$$

which is $2/\tau_s$ for $\lambda=-3$ and $2/(3\tau_s)$ for $\lambda=1$, as stated in (1).

The factor of three has a geometric meaning. In the singlet, $\mathbf n\cdot\boldsymbol\sigma_1=-\mathbf n\cdot\boldsymbol\sigma_2$ for every $\mathbf n$. The two rotations in (7) then add instead of cancelling, and the singlet survives with amplitude $\cos^2\theta-\sin^2\theta=1-2\sin^2\theta$. For the triplets, take $\mathbf n$ as quantisation axis. In the two states with pair spin $\pm1$ along $\mathbf n$ the phases cancel and nothing is lost. The state with projection zero survives with amplitude $1-2\sin^2\theta$. Averaged over directions, any triplet has weight $1/3$ in that state, so it loses $\frac23\sin^2\theta$ per encounter.

The decay can also be followed by direct simulation. For 20,000 random walks of duration $\tau_s$, each with 200 encounters of $\sin^2\theta=1/200$, the products in (6) were multiplied out and averaged. The singlet survives with amplitude $0.137\pm0.003$, where $e^{-2}=0.135$. The triplets give $0.513$, $0.516$ and $0.513$, with standard errors of $0.002$ to $0.003$, where $e^{-2/3}=0.513$.

## Poles of the Cooperon

The Cooperon is the sum of repeated scatterings of the two amplitudes as they diffuse. In this section and the next $\hbar=1$ until the final formula. The layer is two-dimensional with Fermi velocity $v$, and $k_Fl\gg1$, where $l=v\tau$. Energies $\xi$ are measured from the Fermi level.

For short-range scatterers the vertex joining the lines does not depend on momentum. In spin channel $\lambda$ it is

$$
W_\lambda=\frac1{2\pi N_0}\left(\frac1{\tau_0}+\frac{\lambda}{3\tau_s}\right). \tag{13}
$$

Between vertices the pair propagates with momenta $\mathbf k$ and $\mathbf q-\mathbf k$ and energy difference $\omega$. With $\xi_{\mathbf q-\mathbf k}\simeq\xi-b$ and $b=\mathbf v\cdot\mathbf q$, the energy integral has one pole in the upper half-plane, at $\xi=\omega+i/2\tau$:

$$
\begin{aligned}
\int\frac{d\xi}{(\xi-\omega-\frac{i}{2\tau})(\xi-b+\frac{i}{2\tau})}
&=\frac{2\pi i}{i/\tau+\omega-b}\\
&=\frac{2\pi}{1/\tau-i\omega+ib}.
\end{aligned} \tag{14}
$$

Multiplying by $N_0$ and averaging over the direction of $\mathbf v$ gives the pair bubble $\Pi$. The ladder is a geometric series, $C_\lambda=W_\lambda+W_\lambda\Pi C_\lambda$, so

$$
C_\lambda=\frac{W_\lambda}{1-W_\lambda\Pi}. \tag{15}
$$

At $q=0$, using $1/\tau-1/\tau_0=1/\tau_s$,

$$
1-W_\lambda\Pi=\frac{-i\omega+(1-\lambda/3)/\tau_s}{1/\tau-i\omega}. \tag{16}
$$

The zero lies at $-i\omega=-\Gamma_\lambda$, a decay at the rate (12). Within the ladder this needs no assumption about $\tau/\tau_s$.

At $\omega=0$ and small $q$, expand (14) in $b\tau$. The linear term averages to zero and $\langle b^2\rangle=v^2q^2/2$. With $D=v^2\tau/2$,

$$
\Pi\simeq2\pi N_0\tau\,(1-Dq^2\tau). \tag{17}
$$

Equation (13) gives $2\pi N_0\tau W_\lambda=1-\Gamma_\lambda\tau$. The product with (17) yields $1-W_\lambda\Pi\simeq\tau(Dq^2+\Gamma_\lambda)$ when $\tau\ll\tau_s$ allows the cross term $Dq^2\Gamma_\lambda\tau^2$ to be dropped. Other processes that break the phase multiply every channel by $e^{-t/\tau_\phi}$ and add $1/\tau_\phi$. To leading order $W_\lambda\simeq1/(2\pi N_0\tau)$, so

$$
C_\lambda(q)=\frac1{2\pi N_0\tau^2}\,\frac1{Dq^2+\gamma_\lambda},\qquad \gamma_\lambda=\frac1{\tau_\phi}+\Gamma_\lambda. \tag{18}
$$

## What the four channels do to the conductivity

The part of the Kubo formula with one retarded and one advanced line is $\sigma=(e^2/2\pi)\,\mathrm{Tr}[v_xG^Rv_xG^A]$ per unit area. Without interference it gives $(e^2/2\pi)\cdot2N_0\cdot(v^2/2)\cdot2\pi\tau=2e^2N_0D$, the Einstein relation, which fixes the prefactor.

In the interference term the two current vertices carry nearly opposite momenta, so their product averages to $-v^2/2$. The four Green functions outside the ladder give

$$
\int d\xi\,|G|^4=\int\frac{d\xi}{(\xi^2+1/4\tau^2)^2}=4\pi\tau^3 . \tag{19}
$$

The spin factor is the trace of a product, $\mathrm{tr}(AB)=\mathrm{Tr}[P\,(A\otimes B)]$, where $P$ exchanges the two spins. Triplets are even under exchange and the singlet is odd, so the trace is $3C_T-C_S$. Collecting factors,

$$
\begin{aligned}
\delta\sigma&=\frac{e^2}{2\pi}\left(-\frac{v^2}{2}\,4\pi N_0\tau^3\right)\int\!\frac{d^2q}{(2\pi)^2}\,(3C_T-C_S)\\
&=-\frac{e^2D}{\pi}\int\!\frac{d^2q}{(2\pi)^2}\left[\frac3{Dq^2+\gamma_T}-\frac1{Dq^2+\gamma_S}\right].
\end{aligned} \tag{20}
$$

Diffusion has no meaning below the elastic time, so the integral is cut at $Dq^2=1/\tau$. Each term gives $\ln(1/\gamma\tau)/4\pi D$ for $\gamma\tau\ll1$. Restoring $\hbar$,

$$
\delta\sigma=-\frac{G_0}{2}\left[3\ln\frac1{\gamma_T\tau}-\ln\frac1{\gamma_S\tau}\right],\quad G_0=\frac{e^2}{2\pi^2\hbar}. \tag{21}
$$

Let $x=\tau_\phi/\tau_s$. Adding moments at fixed $\tau$ and $\tau_\phi$ changes the conductivity by

$$
\Delta\sigma=\frac{G_0}{2}\left[3\ln\!\left(1+\tfrac{2x}3\right)-\ln(1+2x)\right]. \tag{22}
$$

For $x\ll1$, use $\ln(1+u)\simeq u-u^2/2$. The linear terms are $2x-2x=0$ and the quadratic ones are $-\frac23x^2+2x^2$, so

$$
\Delta\sigma\simeq\tfrac23G_0x^2 . \tag{23}
$$

The linear term vanishes because $3\Gamma_T=\Gamma_S$. A path with a single magnetic encounter has $U=U'=u$, and its interference is untouched. Phase is lost when two encounters with different axes are met in opposite order, since the rotations do not commute. The number of such pairs grows as the square of the path time.

For $x\gg1$, (22) tends to $G_0[\ln x+\frac12\ln(4/27)]$. The magnetic time then replaces $\tau_\phi$ as the cutoff of the logarithm, up to a constant.

## When the moments forget

Suppose a moment has turned to an unrelated direction $\mathbf n'$ by the time the second amplitude arrives. Then $\langle n_in'_j\rangle=0$, the last term of (7) averages to zero, and each encounter multiplies every channel by $\cos^2\theta=1-\delta t/\tau_s$. Singlet and triplets decay alike, at $1/\tau_s$. In the simulation above, fresh random moments on the reversed path give amplitudes between $0.366$ and $0.372$ in the four channels, where $e^{-1}=0.368$. The spin trace is then $2e^{-t/\tau_s}$, and (22) is replaced by $G_0\ln(1+x)$, which starts linearly in $x$. The cancellation in (23) thus depends on frozen moments.

Spin-orbit scattering shows the opposite pattern. Its rotation axis changes sign when the path is reversed, so the last term of (7) changes sign as well. For isotropic axes (12) becomes $(1+\lambda/3)/\tau_{so}$, which is zero for the singlet and $4/(3\tau_{so})$ for the triplets. The triplet rate in (1) is therefore visible where spin-orbit scattering is weak.

## A doped silicon sheet

Silicon is a light element, which favours weak spin-orbit scattering. Consider a thin, heavily phosphorus-doped sheet of the kind used as a buried conducting link in very small devices. The following values are rough and typical: $10^{14}$ electrons per cm$^2$, mobility 100 cm$^2$/Vs and $\tau_\phi=20$ ps at 1.5 K. The added moments are a choice made for the example: $S=5/2$, $n_s=3\times10^{12}$ cm$^{-2}$ and $J=0.003$ eV nm$^2$.

Six valleys are taken as filled to a common Fermi level and well mixed by scattering, so that one combination of valleys carries the interference. With masses of 0.19 and 0.98 free-electron masses, the mean density-of-states mass is $(2\times0.19+4\sqrt{0.19\times0.98})/6=0.351$. Then $N_0=6m/(2\pi\hbar^2)=4.40$ eV$^{-1}$ nm$^{-2}$, and the Fermi energy is $n/2N_0=0.114$ eV. If the same mass is used for transport, the mobility gives $\tau=m\mu/e=0.020$ ps, $l=6.7$ nm, $D=11.4$ cm$^2$/s and a sheet resistance of 624 Ω. The anisotropic valleys have a smaller conductivity mass, which would shorten $\tau$ to about 0.016 ps but leave $D$, fixed by the Einstein relation, unchanged.

Equation (4) reads

$$
\frac{\hbar}{\tau_s}=2\pi(4.40)(0.03)(0.003)^2(8.75)\ \text{eV}, \tag{24}
$$

so $\tau_s=10.1$ ps and $x=1.98$. The extra rates are $0.198$ ps$^{-1}$ for the singlet and $0.066$ ps$^{-1}$ for each triplet. Adding $1/\tau_\phi=0.05$ ps$^{-1}$ gives $0.248$ and $0.116$ ps$^{-1}$. The phase-coherence length $\sqrt{D/\gamma}$, which is 151 nm without moments, becomes 68 nm for the singlet and 99 nm for the triplets.

With $G_0=12.33$ µS, (21) gives $-85.2$ µS without moments and $-79.5$ µS with them. The moments thus raise the conductivity by 5.7 µS through interference, which lowers the sheet resistance by 2.2 Ω if the change is taken about the classical 624 Ω. Their exchange scattering, by shortening $\tau$, raises it by about $624\,\tau/\tau_s=1.2$ Ω, so in this model the net change is a fall of about 1 Ω. The model gives the added atoms no spin-independent potential. A point potential of only 0.008 eV nm$^2$ per atom would cancel this fall, and atoms that scattered as strongly as the donors, or trapped one electron each, would add about 19 Ω, so the sign of the net change does not carry over to a real sheet. Starting instead from the resistance with the −85 µS correction included, and using the smaller conductivity mass for $\tau$, gives a fall of about 1.4 Ω.

Real sheets depart from the model in several ways. One is the Kondo renormalisation of $J$. For antiferromagnetic coupling, the leading-logarithm factor on $1/\tau_s$ is $[1-2N_0J\ln(E_F/k_BT)]^{-2}=1.48$, and it moves the interference change from 5.7 to 8.2 µS. At this order the coupling stays isotropic, so the ratio $\Gamma_S/\Gamma_T=3$ survives. Corrections of relative order $1/k_Fl=0.15$ are also left out. The rough estimate $\tau_{so}\approx\tau/(\alpha Z)^4$, with $\alpha$ the fine-structure constant and $Z=14$, gives 180 ps. This adds about 6% to the total triplet rate with moments but 15% to the rate without them, so it lowers the interference change from 5.7 to about 4.3 µS and roughly halves the net fall in resistance. Strong confinement shifts the valleys in energy and alters $N_0$, and through it $\tau_s$; at given $\tau_s$ and $\tau_\phi$, (22) is unaffected as long as the valleys remain well mixed.

The moments are frozen to a fair approximation. Their relaxation by the electrons takes about $\hbar/[\pi(2N_0J)^2k_BT]=2300$ ps, far longer than $\tau_\phi$. Their mutual coupling, of order $N_0J^2n_sS(S+1)$, corresponds to 0.12 K, well below 1.5 K, and to a time of 63 ps. This exceeds the triplet lifetime $1/\gamma_T\approx9$ ps by a factor of about seven, so it is the tighter of the two limits. If the moments lost their direction exponentially over 63 ps, the interference change would rise from 5.7 to about 6.1 µS.

The electron-electron interaction adds a separate correction of order $G_0\ln(\hbar/k_BT\tau)=68$ µS, comparable with $\delta\sigma$ itself. This estimate does not contain $\tau_s$, but the spin-triplet part of the interaction correction does depend on it. The moments damp spin-density modes at the rate $4/(3\tau_s)$, and $\hbar$ times this rate is about $0.67\,k_BT$ here. A rough estimate with a triplet interaction constant between $-0.07$ and $-0.3$ gives a lowering of the conductivity by 0.4 to 2 µS. This is not included in (22) and is not small against the net change found above.
